# The logarithmic discharge front of traps emptied by tunnelling

## A case with equally spaced sheets

Electrons are held in traps inside an insulator and leave by tunnelling into a substrate at its surface. Suppose first that the traps lie on thin sheets parallel to that surface, and that a trap one sheet deeper lives ten times longer. Let the lifetimes be 1 s, 10 s, 100 s, 1000 s and so on. A trap with lifetime \(\tau\), filled at time zero, is still filled at time \(t\) with probability \(e^{-t/\tau}\). At \(t=30\) s the sheets therefore have the occupancies

\[
e^{-30},\quad e^{-3},\quad e^{-0.3},\quad e^{-0.03},\ \ldots
\]

The first sheet is empty, the second nearly so, and from the third on most electrons remain. At \(t=300\) s the list is

\[
e^{-300},\quad e^{-30},\quad e^{-3},\quad e^{-0.3},\ \ldots
\]

Apart from the new first entry, this is the old list moved one sheet deeper. Multiplying the time by ten moves the boundary between empty and filled traps by one spacing. Equal steps in depth cost equal factors in time, so the depth of the boundary grows as the logarithm of time.

The spacing follows from the decay of the trapped electron's wave function. If its amplitude falls as \(e^{-\kappa x}\) over a distance \(x\), the probability falls as \(e^{-2\kappa x}\), and so does the escape rate. A spacing \(a\) that lengthens the lifetime tenfold satisfies \(e^{2\kappa a}=10\), or

\[
a=\frac{\ln 10}{2\kappa}.
\]

The boundary thus moves by \(\ln 10/(2\kappa)\) per decade of time, or \(1/(2\kappa)\) per factor \(e\). For traps spread continuously in depth, this result is derived below in two ways: by following the occupancy at each depth, and by counting the emitted charge.

## The emptying rate of one trap

Both derivations need the rate, including its prefactor, because the logarithm must act on a number without units.

Let the insulator fill \(z>0\) and the substrate \(z<0\). Energies are measured from the insulator band edge. A trap at depth \(x\) binds an electron at energy \(-E_t\). The substrate band edge lies at \(-U\), with \(U>E_t\), so the electron finds propagating states there, which are taken to be empty. The barrier is flat, and one effective mass \(m\) serves on both sides. Define

\[
\kappa=\frac{\sqrt{2mE_t}}{\hbar},\qquad
k=\frac{\sqrt{2m(U-E_t)}}{\hbar}.
\]

For a short-range trap in one dimension the normalized bound state is \(\sqrt{\kappa}\,e^{-\kappa|z-x|}\). Between the interface and the trap it equals \(A e^{\kappa z}\), with \(A=\sqrt{\kappa}\,e^{-\kappa x}\). The interface adds a reflected part \(Be^{-\kappa z}\), and the substrate carries an outgoing wave \(Ce^{-ikz}\), which moves towards negative \(z\). Continuity of the wave function and of its slope at \(z=0\) requires

\[
A+B=C,\qquad \kappa(A-B)=-ikC .
\]

Multiplying the first equation by \(\kappa\) and adding the second removes \(B\):

\[
2\kappa A=(\kappa-ik)C
\quad\Rightarrow\quad
|C|^2=\frac{4\kappa^2}{\kappa^2+k^2}\,\kappa\,e^{-2\kappa x}.
\]

The outgoing wave carries the probability current \((\hbar k/m)|C|^2\). Since the trapped state has unit norm, this current is the escape rate:

\[
r(x)=\nu e^{-2\kappa x},\qquad
\nu=\frac{4\hbar\kappa^3k}{m(\kappa^2+k^2)} .
\]

In terms of energies, \(\kappa^2+k^2=2mU/\hbar^2\) and \(\kappa^3k=(2m/\hbar^2)^2E_t\sqrt{E_t(U-E_t)}\). Therefore

\[
\nu=\frac{8E_t\sqrt{E_t(U-E_t)}}{\hbar U}.
\]

The reflected wave returns to the trap with an amplitude smaller than that of the bound state by a factor of order \(e^{-2\kappa x}\). Its effect on the trap has been neglected, so the formula is the leading term for \(e^{-2\kappa x}\ll1\).

The formula can be checked by solving the time-dependent Schrödinger equation on a grid with the Crank–Nicolson method, starting from the bound state. The rate is minus the slope of the logarithm of the survival probability. In units \(\hbar=m=\kappa=1\), with \(U=2\), the rate at depth 3 is \(4.37\times10^{-3}\), against \(4.29\times10^{-3}\) from the formula. At depth 4 the two values are \(5.84\times10^{-4}\) and \(5.81\times10^{-4}\). Relative to the formula, the difference, which contains the error of the grid as well as the neglected reflection, falls from 1.7 % to 0.5 %.

## First derivation: following each depth

Let \(f(x,t)\) be the probability that a trap at depth \(x\) is filled. All traps are filled at \(t=0\), they empty independently, and no electron returns. Thermal emission is left out. Then

\[
\frac{\partial f}{\partial t}=-\nu e^{-2\kappa x}f,\qquad f(x,0)=1 .
\]

At fixed \(x\) the coefficient is constant, so

\[
f(x,t)=\exp\!\left[-\nu t\,e^{-2\kappa x}\right].
\]

The front \(x_f\) is defined as the depth at which the lifetime equals the elapsed time, which means \(f=1/e\). The exponent is then \(-1\):

\[
\nu t\,e^{-2\kappa x_f}=1
\quad\Rightarrow\quad
\boxed{x_f(t)=\frac{\ln(\nu t)}{2\kappa}} .
\]

Differentiation gives

\[
\frac{dx_f}{d\ln t}=\frac1{2\kappa},\qquad
\frac{dx_f}{dt}=\frac{1}{2\kappa t}.
\]

The front never stops in this model, but its speed falls as \(1/t\). A change of \(\nu\) by a constant factor shifts the front by a constant distance and leaves the advance per decade as it was.

To call \(x_f\) a front, one must know that the transition from empty to filled stays narrow. Substituting \(\nu t=e^{2\kappa x_f}\) into the occupancy gives

\[
f(x,t)=\exp\!\left[-e^{-2\kappa(x-x_f(t))}\right].
\]

Time now enters through \(x_f\) alone. The profile moves without changing shape, as the list of sheets did. It is not symmetric. Well beyond the front, \(1-f\approx e^{-2\kappa(x-x_f)}\), a simple exponential tail of emptied traps. On the substrate side, \(f\) falls as the exponential of an exponential, so few filled traps are left behind.

Any other occupancy \(p\) could mark the front. Taking the logarithm of \(f=p\) twice gives its position:

\[
e^{-2\kappa(x_p-x_f)}=\ln\frac1p
\quad\Rightarrow\quad
x_p=x_f-\frac{1}{2\kappa}\ln\!\left(\ln\frac1p\right).
\]

The half-filled point lies deeper than \(x_f\) by \(-\ln(\ln2)/(2\kappa)\), a positive distance because \(\ln2<1\). The distance from 10 % to 90 % occupancy is

\[
w=x_{0.9}-x_{0.1}
=\frac{1}{2\kappa}\ln\frac{\ln 10}{\ln(10/9)} .
\]

Both distances are independent of time, so every such definition gives the same advance.

## Second derivation: counting the emitted charge

Now let the traps have uniform density \(N\) per volume in the layer \(d<x<d+L\), with a trap-free layer of the same barrier material at \(0<x<d\). Instead of following a depth, sort the traps by lifetime. From

\[
\tau=\frac{e^{2\kappa x}}{\nu},\qquad
d\tau=2\kappa\tau\,dx,
\]

the number of traps per area with lifetimes between \(\tau\) and \(\tau+d\tau\) is

\[
N\,dx=\frac{N}{2\kappa}\frac{d\tau}{\tau}.
\]

Each decade of lifetime holds the same number of traps. The shortest and longest lifetimes are

\[
t_{\rm on}=\frac{e^{2\kappa d}}{\nu},\qquad
t_{\rm end}=\frac{e^{2\kappa(d+L)}}{\nu}.
\]

A trap of lifetime \(\tau\) emits at time \(t\) with probability \(e^{-t/\tau}/\tau\) per unit time. With \(q\) the magnitude of the electron charge, the current density is

\[
J(t)=qN\int_{t_{\rm on}}^{t_{\rm end}}
\frac{1}{2\kappa\tau}\,\frac{e^{-t/\tau}}{\tau}\,d\tau .
\]

Set \(s=t/\tau\), for which \(d\tau/\tau^2=-ds/t\). The minus sign reverses the limits:

\[
J(t)=\frac{qN}{2\kappa t}\int_{t/t_{\rm end}}^{t/t_{\rm on}}e^{-s}ds
=\frac{qN}{2\kappa t}\left[e^{-t/t_{\rm end}}-e^{-t/t_{\rm on}}\right].
\]

For \(t_{\rm on}\ll t\ll t_{\rm end}\) the bracket is close to one, and

\[
J(t)\approx\frac{qN}{2\kappa t}.
\]

A sharp front moving with speed \(v\) through filled traps would release the current \(qNv\). Comparison gives \(v=1/(2\kappa t)\), the speed found before. Integrating over time gives the logarithm.

The position follows too if the integration starts at zero. Define the emptied depth \(D\) so that \(qND\) is the charge lost per area. A sharp front at \(d+D\) would have released the same charge. Adding and subtracting one in the bracket gives

\[
D(t)=\frac{1}{2\kappa}\int_0^t
\frac{(1-e^{-t'/t_{\rm on}})-(1-e^{-t'/t_{\rm end}})}{t'}\,dt'.
\]

Each part is now finite at \(t'=0\). With the function

\[
\operatorname{Ein}(y)=\int_0^y\frac{1-e^{-s}}{s}\,ds
\]

the result is

\[
D(t)=\frac{1}{2\kappa}\left[\operatorname{Ein}\!\left(\frac{t}{t_{\rm on}}\right)
-\operatorname{Ein}\!\left(\frac{t}{t_{\rm end}}\right)\right].
\]

For large \(y\), integrate by parts with \(1/s\) as the derivative of \(\ln s\):

\[
\operatorname{Ein}(y)=(1-e^{-y})\ln y-\int_0^y e^{-s}\ln s\,ds
\approx\ln y+\gamma .
\]

The lower boundary term vanishes because \(s\ln s\to0\). The constant is the standard integral \(\gamma=-\int_0^\infty e^{-s}\ln s\,ds\), Euler's constant. For small \(y\) the integrand is close to one, so \(\operatorname{Ein}(y)\approx y\).

Three regimes follow.

**Before the onset**, \(t\ll t_{\rm on}\), both terms are linear:

\[
D\approx\frac{t}{2\kappa}\left(\frac1{t_{\rm on}}-\frac1{t_{\rm end}}\right).
\]

The current is constant, since even the shallowest traps are still nearly full. No front has yet formed in the trapped layer.

**Inside the window**, \(t_{\rm on}\ll t\ll t_{\rm end}\), the first term is logarithmic and the second negligible. With \(\ln(t/t_{\rm on})=\ln(\nu t)-2\kappa d\),

\[
D(t)\approx\frac{\ln(t/t_{\rm on})+\gamma}{2\kappa}
=x_f(t)-d+\frac{\gamma}{2\kappa}.
\]

The charge-counting front \(d+D\) lies at a fixed distance \(\gamma/(2\kappa)\) beyond the \(1/e\) front. Its advance per factor \(e\) in time is again \(1/(2\kappa)\).

**After the end**, \(t\gg t_{\rm end}\), both terms are logarithmic and \(\gamma\) cancels:

\[
D\to\frac{1}{2\kappa}\ln\frac{t_{\rm end}}{t_{\rm on}}=L .
\]

The whole layer is empty, and the logarithmic law has ended.

## Numbers for a model layer

Take \(m\) as 0.5 electron masses, \(E_t=1.5\) eV, \(U=2.0\) eV, \(d=4\) nm, \(L=8\) nm and \(N=10^{18}\) cm\(^{-3}\). These are round model parameters and describe no particular material. They give

\[
\kappa=4.437\ \text{nm}^{-1},\qquad
\frac1{2\kappa}=0.1127\ \text{nm},\qquad
\nu=7.89\times10^{15}\ \text{s}^{-1}.
\]

The front advances by \(\ln10\times0.1127=0.2595\) nm per decade. Its 10–90 % width is 0.35 nm, small beside the 8 nm layer. The half-filled point is 0.04 nm beyond \(x_f\), and the charge-counting front is 0.065 nm beyond \(x_f\).

The window opens at \(t_{\rm on}=0.33\) s and closes near \(t_{\rm end}=2\times10^{30}\) s. The second time says that this mechanism alone would not empty the layer in any practical time. Between the two times, the formulas give:

| \(t\) (s) | \(x_f\) (nm) | \(D\) (nm) | \(J\) (A/cm²) |
|---|---|---|---|
| \(10^2\) | 4.64 | 0.71 | \(1.8\times10^{-11}\) |
| \(10^4\) | 5.16 | 1.23 | \(1.8\times10^{-13}\) |
| \(10^6\) | 5.68 | 1.75 | \(1.8\times10^{-15}\) |
| \(10^8\) | 6.20 | 2.27 | \(1.8\times10^{-17}\) |

Each row is a hundred times later than the one above. The front moves by the same 0.52 nm each time, while the current falls by a factor of one hundred.

Ten years are \(3.156\times10^8\) s. At that time

\[
x_f=6.331\ \text{nm},\qquad
D=6.331-4+0.065=2.396\ \text{nm}.
\]

The lost fraction is \(2.396/8=0.30\), so about 70 % of the charge remains. The electric field of the trapped charge itself is left out of these numbers. So is tunnelling from a deep trap into an emptied neighbour: at this density the nearest neighbour is typically about 6 nm away, comparable to \(x_f\), so such relays can add to the loss unless their rate prefactor is far below \(\nu\). The first 100 s account for 0.71 nm of the emptied depth, and the rest of the ten years for 1.69 nm. An early measurement thus shows a loss that looks fast on a linear time scale and slows down later, although one mechanism acts throughout.

Now make the trap-free layer 5 nm thick and keep the trapped layer at 8 nm. The onset is delayed by the factor \(e^{2\kappa\times1\,\text{nm}}=7.1\times10^3\), to about \(2.4\times10^3\) s. The front measured from the substrate is where it was, since \(x_f\) does not contain \(d\). It has crossed 1 nm less of the trapped layer, and the ten-year loss falls to 17 %. As long as the ten-year front still lies well inside the trapped layer, an exponential gain in onset time becomes a linear gain in retained charge. Once the front no longer reaches the traps, almost nothing is left to gain.

## What each derivation assumes

Both derivations use the rate \(\nu e^{-2\kappa x}\) with constant \(\nu\) and \(\kappa\), traps filled at the start, independent emptying and no return. They differ in what they ask of the trap density.

The first derivation does not contain \(N\). It concerns the probability that a trap is filled, whatever the number of traps at that depth. The front law therefore holds for any density profile, but by itself it says nothing about the charge.

The second derivation needs uniform density. Uniformity in depth makes the traps uniform in the logarithm of the lifetime, and this produces the \(1/t\) current. In return it gives the measurable charge, including the beginning and the end of the discharge.

A density that rises linearly from zero at \(x=d\), with the same total number of traps, separates the two statements. If a sharp front has emptied a depth \(D\), the lost fraction is

\[
\int_d^{d+D}\frac{2(x-d)}{L^2}\,dx=\left(\frac{D}{L}\right)^2 .
\]

This is quadratic in the logarithm of time. Numerical integration over the smooth profile gives a mean loss per decade of 0.79 % of the total charge between \(10^2\) and \(10^4\) s, and 1.63 % between \(10^6\) and \(10^8\) s. Uniform traps lose 3.24 % per decade in both intervals. The front advances alike in the two cases. A loss that is not logarithmic in time is thus compatible with a logarithmic front.

The shared assumptions can fail as well. If the prefactor depends on depth, the front condition is \(2\kappa x_f=\ln[\nu(x_f)\,t]\). Differentiating with respect to \(\ln t\) gives

\[
\frac{dx_f}{d\ln t}=\frac{1}{2\kappa-d\ln\nu/dx}.
\]

A three-dimensional trap provides an example. Its wave function outside a short-range core is proportional to \(e^{-\kappa r}/r\). The probability density integrated over the interface plane, with \(\rho\,d\rho=r\,dr\), is proportional to

\[
\int_x^\infty\frac{e^{-2\kappa r}}{r}\,dr\approx\frac{e^{-2\kappa x}}{2\kappa x}
\qquad(2\kappa x\gg1).
\]

If the rate follows this density, then \(\nu\propto1/x\) and \(2\kappa\) is replaced by about \(2\kappa+1/x\). At \(x=6\) nm, numerical integration over the plane gives an addition of 0.16 nm\(^{-1}\) to \(2\kappa=8.87\) nm\(^{-1}\), which slows the front by 1.8 %. The size of the prefactor changes much more than the slope. The normalized state is \(\sqrt{\kappa/2\pi}\,e^{-\kappa r}/r\), so its density integrated over the plane is about \(\kappa e^{-2\kappa x}/(2\kappa x)\), smaller than the one-dimensional \(\kappa e^{-2\kappa x}\) by the factor \(2\kappa x\approx53\). This sets the front back by about \(\ln 53/(2\kappa)=0.45\) nm and lowers the ten-year loss of the model layer from 30 % to about 24 %. These are estimates, because the transmission of each lateral momentum was not calculated.

Thermal emission at a rate \(g\), the same at all depths, multiplies every occupancy by \(e^{-gt}\). For \(gt\ll1\) this removes a fraction of about \(gt\) of the electrons still trapped, at every depth. The added loss from the uniform layer is \((1-e^{-gt})(1-D/L)\), and the tunnelling front describes the loss while this is small beside \(D/L\). For a layer that is still mostly filled, the condition is \(gt\ll D/L\). With \(E_t=1.5\) eV and an assumed attempt rate of \(10^{13}\) s\(^{-1}\), \(gt\) at ten years is about \(2\times10^{-4}\) at 300 K but about 2 at 358 K. Later, the electrons lost from traps far beyond the front count as well. An electric field, including that of the trapped charge, tilts the barrier. The exponent is then no longer proportional to depth, and the advance per decade changes with time. The exponent changes by only a small fraction while the potential drop between trap and substrate is small beside \(E_t/q\). A drop that lowers the trap level relative to the substrate must also stay below \((U-E_t)/q\): at that value the electron finds no propagating state and the front stops, however small the drop is beside \(E_t/q\).
